# When many-body dispersion strengthens binding and when it weakens it: test program

```python
"""
Result under test: for coupled isotropic dipole oscillators the many-body energy
    E_MB = E_full - sum over pairs of the complete isolated-pair energy
is negative for collinear atoms at every stable coupling, and positive for the compact
clusters and stacked layers studied here at weak coupling. At stronger coupling the
compact clusters and distant layers turn attractive; not every bilayer does.
Symbols: x = alpha / r^3 (polarizability volume over cubed nearest-neighbour distance),
T = dipole tensor (1 - 3 n n)/r^3 with lengths in units of the neighbour distance,
lam = eigenvalues of T. Energies inside functions are in units of hbar*omega.
Layers: square lattice, constant 1, second layer atom over atom at height D.
"""
import numpy as np
import mpmath as mp
from itertools import combinations
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial.distance import pdist
from scipy.special import binom

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def dipole_matrix(pos):
    n = len(pos)
    d = pos[:, None, :] - pos[None, :, :]
    r = np.linalg.norm(d, axis=2)
    np.fill_diagonal(r, np.inf)
    t = (np.eye(3) / r[:, :, None, None]**3
         - 3 * d[:, :, :, None] * d[:, :, None, :] / r[:, :, None, None]**5)
    return t.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def mode_energy(lam, x):
    return 0.5 * np.sum(np.sqrt(1 + x * lam) - 1)


def pair_energy(y):
    """Complete energy of one pair with y = alpha/R^3; series avoids round-off."""
    y = np.asarray(y, dtype=float)
    full = 0.5 * (np.sqrt(1 + 2*y) + np.sqrt(1 - 2*y)
                  + 2*np.sqrt(1 + y) + 2*np.sqrt(1 - y) - 6)
    return np.where(y < 1e-3, -0.75 * y**2 - 45 / 64 * y**4, full)


def cluster_energies(pos, x):
    """Return (sum of pair energies, many-body energy)."""
    pairs = np.sum(pair_energy(x / pdist(pos)**3))
    return pairs, mode_energy(np.linalg.eigvalsh(dipole_matrix(pos)), x) - pairs


def angular_factor(a2, b2, c2):
    """1 + 3 cosA cosB cosC from the squared sides of a triangle."""
    return 1 + 3 * (a2+b2-c2) * (b2+c2-a2) * (c2+a2-b2) / (8 * a2 * b2 * c2)


def many_body_trace(pos, order):
    total = np.sum(np.linalg.eigvalsh(dipole_matrix(pos))**order)
    for i, j in combinations(range(len(pos)), 2):
        total -= np.sum(np.linalg.eigvalsh(dipole_matrix(pos[[i, j]]))**order)
    return total


def first_reversal(energy, limit):
    """First coupling below the stability limit where energy turns from + to -."""
    grid = limit * np.linspace(0.02, 0.999, 60)
    values = [energy(x) for x in grid]
    for k in range(len(grid) - 1):
        if values[k] > 0 > values[k + 1]:
            return brentq(energy, grid[k], grid[k + 1])
    return None


def show(value):
    return "none" if value is None else f"{value:.4f}"


def chain(n):
    return np.column_stack([np.arange(n), np.zeros(n), np.zeros(n)]).astype(float)


def bent(angle_deg):
    g = np.radians(angle_deg)
    return np.array([[1.0, 0, 0], [0, 0, 0], [np.cos(g), np.sin(g), 0]])


# ---- pair energy against diagonalization of two coupled atoms
for y in (0.02, 0.3):
    lam2 = np.linalg.eigvalsh(dipole_matrix(chain(2)))
    assert abs(mode_energy(lam2, y) / pair_energy(y) - 1) < 1e-9

# ---- triple formula against diagonalization, scalene triangle at weak coupling
scalene = np.array([[0, 0, 0], [1.0, 0, 0], [0.3, 1.2, 0]])
sides = pdist(scalene)
weak = 3e-4
triple = 9/16 * weak**3 * angular_factor(*sides**2) / np.prod(sides)**3
assert abs(cluster_energies(scalene, weak)[1] / triple - 1) < 0.01

# ---- angle at which the many-body energy of a bent trimer changes sign
angle_formula = np.degrees(np.arccos((1 - np.sqrt(11 / 3)) / 2))
angle_weak = brentq(lambda g: cluster_energies(bent(g), weak)[1], 90, 150)
assert abs(angle_weak - angle_formula) < 0.3


# ---- collinear theorem: unlike atoms, random spacings, exact modes
def unlike_energy(pos, alpha, omega):
    s = np.repeat(omega * np.sqrt(alpha), 3)
    c = np.diag(np.repeat(omega**2, 3)) + s[:, None] * dipole_matrix(pos) * s
    squares = np.linalg.eigvalsh(c)
    assert squares.min() > 0
    return 0.5 * np.sum(np.sqrt(squares)) - 1.5 * np.sum(omega)


for trial in range(40):
    line = np.zeros((5, 3))
    line[:, 0] = np.cumsum(rng.uniform(1, 2, 5))
    alpha = rng.uniform(0.05, 0.2, 5)
    omega = rng.uniform(0.5, 1.5, 5)
    e_line = unlike_energy(line, alpha, omega)
    e_pairs = sum(unlike_energy(line[[i, j]], alpha[[i, j]], omega[[i, j]])
                  for i, j in combinations(range(5), 2))
    assert e_line - e_pairs < 0
    for order in range(3, 11):
        assert binom(0.5, order) * many_body_trace(line, order) < 0


# ---- imaginary-frequency integral against the mode sum (last random line)
def log_det(u):
    a = np.repeat(alpha * omega**2 / (omega**2 + u**2), 3)
    return np.linalg.slogdet(np.eye(15) + a[:, None] * dipole_matrix(line))[1]


integral = quad(log_det, 0, np.inf, epsabs=1e-11, epsrel=1e-9)[0] / (2 * np.pi)
assert abs(integral / e_line - 1) < 1e-5

# ---- fourth-order many-body trace is positive in any geometry
for trial in range(60):
    assert many_body_trace(rng.uniform(0, 3, (5, 3)), 4) > 0

# ---- clusters
triangle = bent(60)
tetrahedron = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(8)
shell = [p for p in np.ndindex(3, 3, 3) if np.sum(np.abs(np.array(p) - 1)) == 2]
cubocta = np.vstack([[0, 0, 0], np.array(shell) - 1]) / np.sqrt(2)
assert len(cubocta) == 13 and abs(pdist(cubocta).min() - 1) < 1e-12
compact = {"triangle": triangle, "tetrahedron": tetrahedron, "13-atom": cubocta}
reversal = {}
for name, pos in compact.items():
    limit = -1 / np.linalg.eigvalsh(dipole_matrix(pos)).min()
    reversal[name] = (first_reversal(lambda x: cluster_energies(pos, x)[1], limit), limit)
    assert reversal[name][0] is not None

# ---- infinite layers: Bloch sums on an odd mesh, real-space sum folded into it
MESH, IMAGES = 121, 3
HALF = (MESH * (2 * IMAGES + 1) - 1) // 2
axis = np.arange(-HALF, HALF + 1, dtype=float)
X, Y = np.meshgrid(axis, axis, indexing="ij")


def bloch_tensor(height):
    r2 = X**2 + Y**2 + height**2
    if height == 0:
        r2[HALF, HALF] = np.inf
    vec = (X, Y, height * np.ones_like(X))
    out = np.zeros((MESH, MESH, 3, 3), dtype=complex)
    for i in range(3):
        for j in range(i, 3):
            field = (i == j) / r2**1.5 - 3 * vec[i] * vec[j] / r2**2.5
            blocks = 2 * IMAGES + 1
            folded = field.reshape(blocks, MESH, blocks, MESH).sum(axis=(0, 2))
            out[:, :, i, j] = out[:, :, j, i] = np.fft.fft2(np.fft.ifftshift(folded))
    return out.reshape(-1, 3, 3)


intra = bloch_tensor(0).real
lam_layer = np.linalg.eigvalsh(intra)
cut = np.arange(-100, 101, dtype=float)
plane_r2 = (cut[:, None]**2 + cut[None, :]**2).ravel()


class Bilayer:
    def __init__(self, height):
        inter = bloch_tensor(height)
        full = np.zeros((MESH**2, 6, 6), dtype=complex)
        full[:, :3, :3] = full[:, 3:, 3:] = intra
        full[:, :3, 3:] = inter
        full[:, 3:, :3] = inter.conj().transpose(0, 2, 1)
        self.lam = np.linalg.eigvalsh(full)
        self.r2 = plane_r2 + height**2
        self.limit = -1 / self.lam.min()

    def moment(self, order):
        return (np.sum(self.lam**order) - 2 * np.sum(lam_layer**order)) / MESH**2

    def energies(self, x):
        """Interlayer (pair energy, many-body energy) per surface cell."""
        pairs = np.sum(pair_energy(x / self.r2**1.5))
        total = (mode_energy(self.lam, x) - 2 * mode_energy(lam_layer, x)) / MESH**2
        return pairs, total - pairs


heights = (1, 2, 4, 8)
bilayers = {h: Bilayer(h) for h in heights}

# third-order lattice moment against an explicit sum over triangles at D = 1
g = np.arange(-15, 16, dtype=float)
gx, gy = [m.ravel() for m in np.meshgrid(g, g, indexing="ij")]
ia, ib = np.triu_indices(len(gx), 1)
ab2 = (gx[ia] - gx[ib])**2 + (gy[ia] - gy[ib])**2
ca2, cb2 = gx[ia]**2 + gy[ia]**2 + 1, gx[ib]**2 + gy[ib]**2 + 1
triangles = 36 * np.sum(angular_factor(ab2, ca2, cb2) / (ab2 * ca2 * cb2)**1.5)
assert abs(bilayers[1].moment(3) / triangles - 1) < 3e-3

# distant-layer law: E3/E2 = -(3/8) alpha S, S from its zeta-function closed form
beta = (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75)) / 8
S = float(4 * mp.zeta(1.5) * beta)
slope = {h: b.moment(3) / (2 * b.moment(2)) for h, b in bilayers.items()}
assert abs(slope[8] / (3 * S / 8) - 1) < 0.01
assert abs(slope[8] - 3*S/8) < abs(slope[4] - 3*S/8) < abs(slope[2] - 3*S/8)

# weak coupling repels at every spacing; reversal occurs at some spacings only
layer_reversal = {}
for h, b in bilayers.items():
    assert b.moment(3) > 0
    assert b.moment(4) - 36 * np.sum(b.r2**-6.0) > 0
    layer_reversal[h] = first_reversal(lambda x: b.energies(x)[1], b.limit)
assert layer_reversal[8] is not None
assert None in layer_reversal.values()


# ---- why distance matters: small-wavevector modes of each layer, coupled once
def distant_ratio(x, height):
    """Interlayer energy over pair energy from the long-wave layer modes."""
    def weighted(q):
        a = np.sqrt(1 + x * (-S / 2 + 2 * np.pi * q))
        b = np.sqrt(1 + x * (S - 2 * np.pi * q))
        response = 0.25 * (a**-3 + b**-3 + 4 / (a * b * (a + b)))
        return q**3 * np.exp(-2 * q * height) * response
    norm = 6 / (2 * height)**4
    return quad(weighted, 0, 2, epsabs=1e-13)[0] / norm


# tolerance: the long-wave modes drop terms quadratic in the wavevector
mode_check = []
for x in (0.05, 0.10, 0.15):
    p, m = bilayers[8].energies(x)
    mode_check.append((x, 1 + m / p, distant_ratio(x, 8)))
    assert abs(mode_check[-1][1] - mode_check[-1][2]) < 0.05

# ---- worked example
alpha_vol, quantum, spacing = 1.2, 15.0, 4.0
x0 = alpha_vol / spacing**3
print(f"polarizability volume {alpha_vol} A^3, quantum {quantum} eV, spacing {spacing} A")
print(f"coupling alpha/r^3 = {x0:.5f}")
print(f"C6 = {0.75*quantum*alpha_vol**2:.3f} eV A^6, C9 = {9/16*quantum*alpha_vol**3:.3f} eV A^9")
print(f"pair energy at {spacing} A = {quantum*float(pair_energy(x0)):.5e} eV")
print(f"sign-change angle: formula {angle_formula:.2f}, weak-coupling modes {angle_weak:.2f} deg")
angle_here = brentq(lambda q: cluster_energies(bent(q), x0)[1], 90, 150)
print(f"sign-change angle at example coupling {angle_here:.2f} deg")
print("bent trimer: angle (deg), triple term (eV), many-body energy (eV)")
for angle in (60, 90, 120, 150, 180):
    s = pdist(bent(angle))
    e3 = 9/16 * x0**3 * angular_factor(*s**2) / np.prod(s)**3
    print(f"  {angle:3d}  {quantum*e3:+.4e}  {quantum*cluster_energies(bent(angle), x0)[1]:+.4e}")

print("system: pair sum (eV), many-body (eV), many-body/pair (%)")
systems = {"chain 3": chain(3), "chain 4": chain(4), "chain 13": chain(13), **compact}
main = {}
for name, pos in systems.items():
    p, m = cluster_energies(pos, x0)
    main[name] = quantum * m
    assert (m < 0) == name.startswith("chain")
    print(f"  {name:12s} {quantum*p:+.5e}  {quantum*m:+.4e}  {100*m/p:+.3f}")

print("cluster: reversal coupling, stability limit (alpha/r^3)")
for name, (root, limit) in reversal.items():
    print(f"  {name:12s} {show(root)}  {limit:.4f}")

print("strong coupling: system, alpha/r^3, many-body (eV), many-body/pair (%)")
for name, strong, sign in (("chain 3", 0.30, -1), ("triangle", 0.30, 1),
                           ("triangle", 0.38, -1)):
    p, m = cluster_energies(systems[name], strong)
    assert sign * m > 0
    print(f"  {name:12s} {strong:.2f}  {quantum*m:+.4f}  {100*m/p:+.2f}")

print(f"layer sum S*a^3 = {S:.4f}, distant-layer slope 3S/8 = {3*S/8:.4f}")
print("bilayer D (A): pair, many-body (eV per cell), many-body/pair (%)")
for h, b in bilayers.items():
    p, m = b.energies(x0)
    assert m > 0
    if h == 1:
        main["bilayer 4 A"] = quantum * m
    print(f"  {h*spacing:4.0f}  {quantum*p:+.4e}  {quantum*m:+.4e}  {100*m/p:+.3f}")
print("bilayer D (A): third-order slope, third order/pair (%), reversal, limit")
for h, b in bilayers.items():
    print(f"  {h*spacing:4.0f}  {slope[h]:.4f}  {-100*slope[h]*x0:+.3f}"
          f"  {show(layer_reversal[h])}  {b.limit:.4f}")
print("bilayer D (A): many-body/pair (%) at 0.95 of the stability limit")
for h, b in bilayers.items():
    p, m = b.energies(0.95 * b.limit)
    print(f"  {h*spacing:4.0f}  {100*m/p:+.2f}")
print(f"D = {8*spacing:.0f} A: coupling, full/pair ratio from lattice, from long-wave modes")
for x, lattice, modes in mode_check:
    print(f"  {x:.2f}  {lattice:.4f}  {modes:.4f}")

print("main many-body energies in hartree")
for name in ("chain 3", "triangle", "bilayer 4 A"):
    print(f"  {name:12s} {main[name]/HARTREE_EV:+.4e}")
print("all assertions hold")
```

Running it gives:

```
polarizability volume 1.2 A^3, quantum 15.0 eV, spacing 4.0 A
coupling alpha/r^3 = 0.01875
C6 = 16.200 eV A^6, C9 = 14.580 eV A^9
pair energy at 4.0 A = -3.95638e-03 eV
sign-change angle: formula 117.22, weak-coupling modes 117.16 deg
sign-change angle at example coupling 113.89 deg
bent trimer: angle (deg), triple term (eV), many-body energy (eV)
   60  +7.6475e-05  +7.1773e-05
   90  +1.9664e-05  +1.7892e-05
  120  -1.3380e-06  -3.1551e-06
  150  -1.0985e-05  -1.3400e-05
  180  -1.3905e-05  -1.6635e-05
system: pair sum (eV), many-body (eV), many-body/pair (%)
  chain 3      -7.97456e-03  -1.6635e-05  +0.209
  chain 4      -1.19982e-02  -3.4710e-05  +0.289
  chain 13     -4.82223e-02  -1.9991e-04  +0.415
  triangle     -1.18691e-02  +7.1773e-05  -0.605
  tetrahedron  -2.37383e-02  +2.8327e-04  -1.193
  13-atom      -1.52249e-01  +2.9644e-03  -1.947
cluster: reversal coupling, stability limit (alpha/r^3)
  triangle     0.3271  0.4000
  tetrahedron  0.3344  0.4000
  13-atom      0.1914  0.2407
strong coupling: system, alpha/r^3, many-body (eV), many-body/pair (%)
  chain 3      0.30  -0.5565  +24.73
  triangle     0.30  +0.0452  -1.35
  triangle     0.38  -0.3927  +6.73
layer sum S*a^3 = 9.0336, distant-layer slope 3S/8 = 3.3876
bilayer D (A): pair, many-body (eV per cell), many-body/pair (%)
     4  -6.8917e-03  +2.6687e-04  -3.872
     8  -3.8847e-04  +2.0772e-05  -5.347
    16  -2.4268e-05  +1.2771e-06  -5.263
    32  -1.5167e-06  +7.4843e-08  -4.935
bilayer D (A): third-order slope, third order/pair (%), reversal, limit
     4  2.3468  -4.400  none  0.1913
     8  3.1619  -5.928  none  0.1961
    16  3.3308  -6.245  0.1762  0.1961
    32  3.3734  -6.325  0.1123  0.1961
bilayer D (A): many-body/pair (%) at 0.95 of the stability limit
     4  -6.85
     8  -22.31
    16  +4.34
    32  +56.37
D = 32 A: coupling, full/pair ratio from lattice, from long-wave modes
  0.05  0.9182  0.9158
  0.10  0.9675  0.9588
  0.15  1.1759  1.1524
main many-body energies in hartree
  chain 3      -6.1131e-07
  triangle     +2.6376e-06
  bilayer 4 A  +9.8074e-06
all assertions hold
```
